# Why bisection can misidentify a displacement threshold in molecular dynamics

**Q:** I take displacement thresholds from molecular dynamics and use them to estimate implantation damage. They come from bisection: one recoil energy leaves no defect, a higher one does, and the interval is halved until it is narrow. How can that go wrong?

**A:** It can go wrong when the outcome is not monotone in energy. Fix the recoil direction, the initial positions and velocities, and the observation time. Define $s(E)=1$ if a vacancy and an interstitial survive a recoil of energy $E$, and $s(E)=0$ if not. Bisection starts from $s(E_{\rm lo})=0$ and $s(E_{\rm hi})=1$ and tests the midpoint. A 0 there replaces the lower end, a 1 the upper end, so the ends keep the values 0 and 1.

After a 0, everything below the midpoint is discarded. That is justified if a recoil that fails implies that all weaker ones fail. The data at the two ends do not establish this.

**Q:** But the final interval does contain a real change from no defect to defect?

**A:** Yes. Suppose $s$ has finitely many edges. Once the bracket is narrower than their smallest separation, it holds at most one. Since its ends still differ, it holds exactly one, and that edge goes from 0 to 1. So bisection finds an upward edge, though not necessarily the lowest.

The simplest dangerous case has three edges, $a<b<c$:

$$s=0\ (E<a),\quad 1\ (a\le E<b),\quad 0\ (b\le E<c),\quad 1\ (E\ge c).$$

I call $[a,b)$ the stable island and $[b,c)$ the recombination window. Two energies now deserve the name threshold: $a$, the lowest energy that leaves a pair, and $c$, above which a pair always remains. If you want $a$ and start below it, the error can only be upward.

**Q:** What decides which one I get?

**A:** The first midpoint that falls in $[a,c)$. A midpoint below $a$ gives 0 and one at or above $c$ gives 1; in both cases all three edges stay in the bracket. This cannot continue indefinitely, because the bracket would become shorter than $c-a$. A midpoint in $[a,b)$ gives 1 and becomes the upper end, which leaves only $a$. A midpoint in $[b,c)$ gives 0 and becomes the lower end, which leaves only $c$. Later halvings refine the chosen edge and cannot reverse the choice.

**Q:** Why would a harder knock leave less damage? That sounds like a numerical artefact.

**A:** It can be ordinary mechanics. Consider one atom on a line, with its surroundings replaced by a potential and a friction force:

$$m\ddot x=-V'(x)-m\gamma\dot x .$$

The lattice site A is at $x=0$ with $V=0$. At spacings $L$ there follow a saddle S1 of height $U_1$, an interstitial site B of energy $V_B$, a second saddle S2 of height $U_2$, and a separated position C of energy $V_C$, beyond which $V$ is flat. Neighbouring extrema $V_i,V_{i+1}$ are joined by

$$V=V_i+(V_{i+1}-V_i)\frac{1-\cos\pi q}{2},\qquad q=\frac{x-x_i}{L}.$$

To the left of A, $V$ is a parabola with the curvature found just to the right of A.

A slow atom never crosses S1. A somewhat faster one crosses it and settles in B. A still faster one also crosses S1, but S2 turns it back with enough energy to recross S1 and refill its own vacancy. The fastest pass S2 and do not return.

I use silicon's atomic mass, 28.085 u, with round parameters: $L=0.15$ nm, $U_1=9$ eV, $V_B=8$ eV, $U_2=11$ eV, $V_C=8$ eV and $\gamma=0.004$ fs$^{-1}$. Three runs of 1500 fs without thermal motion show the sequence:

- Launched at 10.66 eV, the atom ends in B.
- Launched at 12.55 eV, it reaches $x=0.401$ nm, beyond B at 0.30 nm but short of S2 at 0.45 nm, and ends back in A.
- Launched at 15.68 eV, it ends in the separated region C.

**Q:** Can you calculate the edges, or only find them by trying energies?

**A:** They can be calculated. With $v=\dot x$, the energy $E=mv^2/2+V$ changes at the rate

$$\frac{dE}{dt}=v(m\dot v+V')=-m\gamma v^2 .$$

Dividing by $v=dx/dt$ on the outward pass, where $v>0$, gives

$$\frac{dE}{dx}=-m\gamma v=-\gamma\sqrt{2m(E-V)} .$$

Launched with exactly $E=a$, the atom arrives at S1 with no kinetic energy. Integrating from A to S1,

$$a=U_1+\gamma\int_0^L\sqrt{2m\,[E(x)-V(x)]}\,dx .$$

For weak damping, replace $E(x)$ by $U_1$ in the integral. There $V=U_1(1-\cos\pi q)/2$, so $U_1-V=U_1(1+\cos\pi q)/2=U_1\cos^2(\pi q/2)$. With $dx=L\,dq$ and $\int_0^1\cos(\pi q/2)\,dq=2/\pi$,

$$a\simeq U_1+\frac{2L}{\pi}\,\gamma\sqrt{2mU_1}.$$

This gives 9.874 eV. The full edge lies 0.0298 eV higher. At half the damping the difference falls to 0.0074 eV, a factor of four, as expected for an error of order $\gamma^2$.

**Q:** And the upper edges, where the atom turns round?

**A:** At each edge the atom comes to rest on a saddle. Let $\xi=x-x_s$ be the signed distance from the saddle at $x_s$. On the side of approach $V\simeq V_s-m\kappa^2\xi^2/2$, where $V_s$ is the saddle energy. If $V$ drops by $\Delta V$ to the adjacent minimum, the cosine form gives $\kappa^2=\pi^2\Delta V/(2mL^2)$. The motion obeys

$$\ddot\xi=\kappa^2\xi-\gamma\dot\xi .$$

Inserting $\xi\propto e^{\lambda t}$ gives $\lambda^2+\gamma\lambda-\kappa^2=0$. The decaying solution has $\lambda=-\mu$, so

$$v=-\mu\xi,\qquad \mu=\frac{\gamma}{2}+\sqrt{\frac{\gamma^2}{4}+\kappa^2}.$$

Start very close to the saddle on this line, integrate backward in time to $x=0$, and read off the launch energy. Approach to S1 from the left gives $a$. Approach to S1 from the right, after reflection, gives $b$: slightly less energy leaves the atom in B, slightly more takes it back to A. Approach to S2 from the left gives $c$.

The results are 9.904, 11.423 and 13.686 eV. Forward trajectories, with the edges located by a fine scan, give 9.903, 11.422 and 13.685 eV. The window therefore belongs to the equation of motion and is not produced by the 0.25 fs time step. The island is 1.52 eV wide and the window 2.26 eV.

**Q:** Does a second barrier always produce such a window?

**A:** No. On the outward pass a higher launch energy means a higher energy at every position: two trajectories that met at the same $x$ and $v$ would be the same trajectory. The more energetic atom therefore turns back farther out, and by the same argument it returns with more energy. The best candidate for recrossing S1 is the atom that only just fails to pass S2. In the limit it is released from rest at S2, with energy $U_2$. A window exists if it still has energy to spare at S1:

$$U_2-\gamma\int_L^{3L}\sqrt{2m\,[E(x)-V(x)]}\,dx>U_1 ,$$

where $E(x)$ is the energy on this return path.

With the other parameters fixed, the critical height is $U_2=9.670$ eV. Raising $U_2$ by 0.2 eV from there gives three edges, and lowering it by 0.2 eV gives one. At the original $U_2=11$ eV, raising $\gamma$ to 0.02 fs$^{-1}$ also leaves one edge. The window thus needs both a reflecting barrier and an energy loss small enough to permit the return.

**Q:** So weak energy loss is the dangerous limit?

**A:** It makes the island narrow. At $E=a$ the atom has energy $U_1$ on first reaching S1. At $E=b$ it must have $U_1$ after a further excursion to the slope of S2 and back, so on first reaching S1 it needs the extra energy lost in that excursion. The losses between A and S1 differ between the two launches only in higher order. To leading order in $\gamma$,

$$b-a\simeq 2\gamma\int_L^{x_t}\sqrt{2m\,[U_1-V(x)]}\,dx,$$

where $x_t$, on the slope of S2, satisfies $V(x_t)=U_1$ and the factor 2 counts the way out and back. In this limit the island shrinks in proportion to $\gamma$ and becomes easy to overlook. The damping in the example is too strong for the formula to be accurate: it gives about 0.86 eV, while the trajectories give 1.52 eV.

The three-edge picture has its own limit. An atom that returns to A must lose its excess energy there. If the damping is too weak for that, it can leave again, and more edges can appear. In the example the scan found three. At $\gamma=0.001$ fs$^{-1}$ there are already five, while the formula above still gives 0.215 eV for an island 0.257 eV wide.

**Q:** Show me bisection failing on these trajectories.

**A:** Start from 5 and 20 eV. The first midpoint is $(5+20)/2=12.5$ eV, inside the window. The pair recombines, so bisection discards everything below 12.5 eV, including the whole island. After 11 halvings the bracket is 13.679 to 13.687 eV, around $c$.

Now start from 5 and 17 eV. The first midpoint is 11 eV, inside the island. The result is 9.898 to 9.904 eV, around $a$. The physics is the same; only the upper end of the bracket changed. The two answers differ by $c-a=3.78$ eV, or 38% of $a$, although each final bracket is less than 0.01 eV wide. That width measures how well an edge has been located. It does not say which edge it is.

A wider start is neither safe nor unsafe in itself. From 6 and 24 eV the midpoints are 15 eV (stable) and 10.5 eV (stable), which leads to $a$. From 4 and 26 eV they are 15 eV (stable), 9.5 eV (no pair) and 12.25 eV (recombined), which leads to $c$.

**Q:** If my bracket is arbitrary, is the chance of error just the window's share of $[a,c)$?

**A:** Not in general, because the first midpoint is not uniformly distributed over that interval. Let the bracket have fixed width $W$, and let its lower end be uniformly random subject to $E_{\rm lo}<a$ and $E_{\rm hi}>c$. Write $\ell=c-a$ and $w=c-b$, and choose $d=W/2^k$, with $k$ a positive integer, so that $d\le\ell<2d$.

Set the restriction on the ends aside at first, and repeat the bracket periodically with a uniformly random shift. All bracket ends and midpoints down to spacing $2d$ form a lattice. Since $\ell<2d$, at most one of its points lies in $[a,c)$, and it contributes a uniform probability density $1/(2d)$.

If there is none, $[a,c)$ lies inside one cell of length $2d$. Let $y$ be the distance from the cell's left end to $a$. It runs from 0 to $2d-\ell$, with density $1/(2d)$. The next midpoint is the centre of the cell, at a distance $d-y$ above $a$. This distance runs from $d$ down to $\ell-d$, so it lies inside $[a,c)$ and adds another density $1/(2d)$ there. As a check, the total is $\ell/(2d)+(2d-\ell)/(2d)=1$.

Now restore the restriction. Shifts that put a bracket end inside $[a,c)$ are not allowed. They contribute density $1/W$, which is subtracted, and the remaining total is $1-\ell/W$. The window occupies distances $b-a$ to $\ell$ above $a$. If $o$ is its overlap with the range $\ell-d$ to $d$, the probability of ending at $c$ is

$$P_c=\frac{(w+o)/(2d)-w/W}{1-\ell/W}.$$

For $W=10$ eV we have $\ell=3.781$ eV, $w=2.263$ eV, $d=2.5$ eV and $o=0.982$ eV:

$$P_c=\frac{3.245/5-0.2263}{1-0.3781}=0.680 .$$

Counting the outcomes of bisection over evenly spaced bracket positions gives 0.680 as well. The simple ratio $w/\ell$ would give 0.598.

**Q:** What should I do instead?

**A:** If you want the lowest threshold, scan upward from below it with a step $h$, stop at the first stable outcome, and bisect between that energy and the previous one. If $h<b-a$, some scan point must fall in the island. The point before the first such hit lies below $a$, so the last bracket contains only $a$.

For $b-a<h\le c-a$ and a uniformly random scan offset, the chance of hitting the island is $(b-a)/h$, so the chance of missing it is

$$P_{\rm miss}=1-\frac{b-a}{h}.$$

Here a 1 eV step never misses. A 2 eV step misses with probability $1-1.518/2=0.241$, and the search then ends at $c$.

You do not know $b-a$ beforehand. A scan excludes stable islands wider than its step, not narrower ones, so the step should be reported with the threshold. If you want $c$ instead, you must also test above the first stable energy for a later return to recombination.

**Q:** Does the distinction matter for a damage estimate?

**A:** It depends on the recoil spectrum. Take one proportional to $1/E^2$, the form for unscreened Coulomb scattering well below the maximum recoil energy. Extend it to infinity and count recoils that leave a pair, not the number of pairs. Their weight is

$$\int_0^\infty\frac{s(E)}{E^2}\,dE=\int_a^b\frac{dE}{E^2}+\int_c^\infty\frac{dE}{E^2}=\frac1a-\frac1b+\frac1c .$$

In eV$^{-1}$ this is $0.1010-0.0876+0.0731=0.0865$. A single sharp threshold at $a$ would give $1/a$, which is 16.7% above the true weight; one at $c$ would give $1/c$, 15.5% below it. The single threshold with the correct weight is $1/0.0865=11.56$ eV. It lies inside the recombination window, where no pair survives. An effective threshold for counting damage need not be an energy at which damage occurs.

The $1/E^2$ law applies to fast light ions such as MeV protons. For boron, phosphorus or arsenic ions of 10 to 50 keV, the primary recoils near 10 eV come from strongly screened collisions, and their spectrum falls more slowly, locally as $E^{-1.2}$ to $E^{-1.4}$. Counted alone, they would give errors of about $+5$ to $+9$% and $-4$ to $-8$%. They are, however, only a few per cent of the recoils in this range; the rest are secondary Si–Si recoils in the cascade. In a binary-collision cascade in an amorphous target at 30 keV, the spectrum of all recoils near 10 eV falls roughly as $E^{-2.1}$ to $E^{-2.2}$. For power laws with these exponents the errors from using $a$ or $c$ are $+18$ to $+20$% and $-17$ to $-19$%, and the effective threshold, about 11.5 eV, still lies in the window. This count treats each cascade recoil as if it started in an undisturbed lattice, which fails in dense cascades.

**Q:** My wafer is at room temperature. Does thermal motion not wash this out?

**A:** Partly. Let the atom have a thermal velocity $u$ along the recoil direction, in addition to $v_0=\sqrt{2E/m}$. Its launch energy changes by $mv_0u$ to first order. Since $u$ has variance $k_BT/m$, the standard deviation is

$$\sigma_E=mv_0\sqrt{\frac{k_BT}{m}}=\sqrt{2Ek_BT}.$$

At 300 K and 12.55 eV this is 0.81 eV, comparable with the half-widths of the island and the window. I ran 600 trajectories at each of three energies, with thermal initial conditions and thermal noise during flight. The fractions leaving a pair were 0.65 at 10.66 eV, 0.20 at 12.55 eV and 0.97 at 15.68 eV, with sampling errors of about 0.02 or less. The steps have become a smooth curve, but in this model the dip remains. The model keeps its barriers fixed, whereas in a crystal the neighbours are thermally displaced as well. In Stillinger–Weber silicon at 300 K, the frozen-lattice barrier along the open $\langle111\rangle$ direction, about 20 eV, scatters by roughly 0.9 eV, as much as $\sigma_E$. A dip of this width in a real wafer would be smoothed further.

One run per energy is then a random trial, and repeating the bisection can change its answer. Estimate the survival probability at each energy from many runs, and state which probability defines the threshold. Even a 50% criterion can be crossed more than once, as here.

Classical dynamics also omits zero-point motion. For a harmonic site of frequency $\omega$, $k_BT$ in $\sigma_E$ is replaced by $(\hbar\omega/2)\coth(\hbar\omega/2k_BT)$. With $\hbar\omega=0.054$ eV the spread at 12.55 eV rises from 0.81 to 0.93 eV.

**Q:** And does a pair that is stable in the simulation survive annealing?

**A:** Not necessarily. The pair at B can recombine by thermal activation over S1, a barrier of $9-8=1$ eV. In transition-state theory, with a harmonic well, its lifetime is

$$\tau=\frac1\nu\,e^{(U_1-V_B)/k_BT}.$$

The attempt frequency $\nu$ is the inverse of one oscillation in B, here 5.54 THz. The lifetime is $1.1\times10^4$ s at 300 K, about three hours, but 72 ns at 900 K. Both far exceed the 1.5 ps run. After an anneal at 900 K much longer than 72 ns, but too short for a return from C over the 3 eV barrier at S2 (about an hour at this temperature if the atom is held near C, days if it can roam over a nanometre of the flat region, and longer the farther it can go), the island has disappeared from the record, and the threshold for surviving damage in this model is $c$. In real silicon, three-dimensional migration of vacancies and interstitials, which this model leaves out, can also remove separated pairs during such an anneal. The observation time and temperature are part of the definition of "stable".

**Q:** How close is all this to real silicon?

**A:** It shares rough scales with silicon and is not a prediction for it. Displacement thresholds in silicon are roughly 10 to 20 eV along the easy directions, with a higher average over all directions, and the edges here fall in or near the lower range. The 1 eV recombination barrier is a model choice; close pairs in silicon can have lower ones, which would shorten their lifetimes.

The weakest assumption is friction without memory. The recombining atom spends 185 fs beyond S1, about 2.4 vibration periods of 76.3 fs. Real neighbours move during that time, so the barriers move too and energy can come back. I cannot give a reliable shift in eV for this. The treatment of energy loss does matter, though: with the other parameters fixed, the window closes at $\gamma\approx0.010$ fs$^{-1}$, only 2.5 times the example value. The example's damping is low for silicon. In a Stillinger–Weber lattice, a 12.55 eV recoil has passed 2.7 to 3.6 eV to the kinetic energy of the other atoms after 50 fs, against 1.7 eV lost in the model. That corresponds to at least $\gamma\approx0.005$ to 0.013 fs$^{-1}$, depending on direction, on both sides of the closing value. The return over S1 is therefore one possible origin of a non-monotone outcome, not an established one in silicon. Other recoil directions, electronic stopping and rearrangements of many atoms are also left out. Whether a given direction in silicon has such a window must be settled by full simulations on a sufficiently fine energy grid. The main values for the example parameters are collected in the numerical output below.

## Table of computed values

```
atom mass: 28.085 u; spacing of extrema L: 0.15 nm
heights U1, VB, U2, VC: 9.0, 8.0, 11.0, 8.0 eV
damping rate gamma: 0.004 1/fs; time step 0.25 fs; run 1500.0 fs
edges a, b, c from trajectories: 9.903, 11.422, 13.685 eV
edges a, b, c from manifolds: 9.904, 11.423, 13.686 eV
stable island b-a: 1.518 eV; recombination window c-b: 2.263 eV
weak-damping estimate of a: 9.874 eV
its error at gamma, gamma/2: 0.0298, 0.0074 eV
launch 10.66 eV: ends at B, largest x 0.361 nm
launch 12.55 eV: ends at A, largest x 0.401 nm
launch 15.68 eV: ends at C, largest x 1.849 nm
time beyond S1 in the recombining run: 185 fs
lattice-site vibration period: 76.3 fs
critical U2 for a window: 9.670 eV
edges found at critical U2 +0.2 eV, -0.2 eV: 3, 1
edges found at gamma = 0.02 1/fs: 1
bisection from 5-20 eV: final bracket 13.679-13.687 eV, edge c
bisection from 5-17 eV: final bracket 9.898-9.904 eV, edge a
bisection from 6-24 eV: final bracket 9.902-9.911 eV, edge a
bisection from 4-26 eV: final bracket 13.679-13.689 eV, edge c
first trials from 5-20 eV (E in eV:s): 12.500:0, 16.250:1, 14.375:1, 13.438:0, 13.906:1, 13.672:0
first trials from 5-17 eV (E in eV:s): 11.000:1, 8.000:0, 9.500:0, 10.250:1, 9.875:0, 10.062:1
bisection steps: 11; overestimate c-a: 3.781 eV
five random edges: fraction ending on the lowest: 0.344
random bracket, width W: 10 eV; d: 2.50 eV; overlap o: 0.982 eV
probability of ending at c, counted: 0.6796; formula: 0.6796
simple ratio (c-b)/(c-a): 0.5984
island missed by upward scan, step 1 eV: 0.000; step 2 eV: 0.241
1/E^2 recoil weight, true: 0.08650 1/eV; from scan: 0.08647 1/eV
single threshold with the same weight: 11.56 eV
weight error if a is used: +16.7 %
weight error if c is used: -15.5 %
300 K, 10.66 eV: stable fraction 0.65; launch spread 0.72 eV, formula 0.74 eV
300 K, 12.55 eV: stable fraction 0.20; launch spread 0.80 eV, formula 0.81 eV
300 K, 15.68 eV: stable fraction 0.97; launch spread 0.92 eV, formula 0.90 eV
thermal runs per energy: 600
site quantum: 0.0542 eV; kT at 300 K: 0.0259 eV
launch spread with zero-point motion, 12.55 eV: 0.93 eV
attempt frequency at B: 5.54 THz; barrier B to A: 1.0 eV
pair lifetime at 300 K: 1.14e+04 s; at 900 K: 7.18e-08 s
```
